# Fermi Level from Charge Neutrality with Defect Totals Frozen at Growth: a numerical check

```python
"""Fermi level from charge neutrality, at growth and after a quench.

Result under test: the net charge density Q(E_F) = p - n + defect charge obeys
    dQ/dE_F = -(variance of the charge per volume)/(kT) < 0,
so its root is unique and bisection converges. This holds both for open
defects (sites exchange atoms with reservoirs) and for closed defects (total
number frozen, charge states free).
Symbols: E_F Fermi level in eV above the valence-band edge; T temperature in K;
n, p electron and hole densities in cm^-3; q defect charge in units of e;
w_q = g_q exp(-(E_q + q E_F)/kT) statistical weight of charge state q.
A species is (amount, charges, degeneracies, energies at E_F = 0, is_open).
The semiconductor is a model with round parameters.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

K_B = const.k / const.e            # eV/K
GAP = 1.5                          # eV
MASS_E, MASS_H = 0.5, 1.0          # electron masses
SITES = 2e22                       # cm^-3, for each native defect
DOPING = 1e17                      # cm^-3
DONOR_DEPTH = 0.03                 # eV below the conduction-band edge
T_GROWTH, T_ROOM = 1200.0, 300.0   # K

DOPANT = (DOPING, [1, 0], [1, 2], [0.0, GAP - DONOR_DEPTH], False)
ACCEPTOR = (SITES, [0, -1, -2], [1, 2, 1], [2.0, 2.4, 3.1], True)
DONOR = (SITES, [0, 1, 2], [1, 2, 1], [2.0, 0.8, 0.0], True)
GROWTH_SPECIES = [DOPANT, ACCEPTOR, DONOR]

Y_STEP = 0.01
Y = np.arange(0.0, 14.0, Y_STEP)   # y^2 = band energy / kT


def effective_density(mass, T):
    """Effective band density of states in cm^-3."""
    return 2e-6 * (mass * const.m_e * const.k * T
                   / (2 * np.pi * const.hbar**2))**1.5


def carriers(eta, mass, T):
    """Density and number variance per volume of band carriers."""
    x = eta - Y**2
    factor = effective_density(mass, T) * 4 / np.sqrt(np.pi) * Y_STEP
    return (factor * np.sum(Y**2 * expit(x)),
            factor * np.sum(Y**2 * expit(x) * expit(-x)))


def electrons_holes(ef, T):
    return (carriers((ef - GAP) / (K_B * T), MASS_E, T),
            carriers(-ef / (K_B * T), MASS_H, T))


def state_statistics(species, ef, T):
    """Probabilities of the charge states, mean charge, charge variance."""
    _, charges, degeneracies, energies, is_open = species
    q = np.array(charges, float)
    logs = np.log(degeneracies) - (np.array(energies) + q * ef) / (K_B * T)
    if is_open:                    # the perfect site: charge 0, weight 1
        q, logs = np.append(q, 0.0), np.append(logs, 0.0)
    prob = np.exp(logs - logs.max())
    prob /= prob.sum()
    mean = prob @ q
    return prob[:len(charges)], mean, prob @ (q - mean)**2


def net_charge(ef, T, species_list):
    """Net charge, its variance, and the sum of absolute contributions."""
    (n, var_n), (p, var_p) = electrons_holes(ef, T)
    total, variance, gross = p - n, var_n + var_p, p + n
    for species in species_list:
        _, mean, var = state_statistics(species, ef, T)
        total += species[0] * mean
        variance += species[0] * var
        gross += species[0] * abs(mean)
    return total, variance, gross


def solve_fermi(T, species_list, tolerance=1e-12):
    """Bisection; returns the root, all midpoints and the starting width."""
    low, high = 0.0, GAP
    while net_charge(low, T, species_list)[0] <= 0:
        low -= 0.1
    while net_charge(high, T, species_list)[0] >= 0:
        high += 0.1
    width, midpoints = high - low, []
    while high - low > tolerance:
        middle = 0.5 * (low + high)
        midpoints.append(middle)
        if net_charge(middle, T, species_list)[0] > 0:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high), midpoints, width


def state_densities(species, ef, T):
    return species[0] * state_statistics(species, ef, T)[0]


def freeze(species, ef, T):
    """Close a defect: its total is kept, its charge states stay free."""
    return (state_densities(species, ef, T).sum(),) + species[1:4] + (False,)


def reference_root(T, species_list):
    """Root of the charge found by differentiating ln Z in high precision."""
    kt = mp.mpf(K_B * T)
    nc, nv = effective_density(MASS_E, T), effective_density(MASS_H, T)

    def log_z(ef):
        value = -nc * mp.re(mp.polylog(2.5, -mp.exp((ef - GAP) / kt)))
        value -= nv * mp.re(mp.polylog(2.5, -mp.exp(-ef / kt)))
        for amount, charges, degs, energies, is_open in species_list:
            z = mp.mpf(1 if is_open else 0)
            for q, g, e in zip(charges, degs, energies):
                z += g * mp.exp(-(e + q * ef) / kt)
            value += amount * mp.log(z)
        return value

    def charge(ef):
        return float(-kt * mp.diff(log_z, mp.mpf(ef)) / DOPING)
    return brentq(charge, 0.1, GAP - 0.05, xtol=1e-13)


mp.mp.dps = 30

# Carrier density against k-space quadrature and against the polylogarithm
mass_si = MASS_E * const.m_e
k_thermal = np.sqrt(2 * mass_si * const.k * T_ROOM) / const.hbar
for eta in (-5.0, 0.5, 3.0):
    def k_integrand(k):
        energy = const.hbar**2 * k**2 / (2 * mass_si * const.k * T_ROOM)
        return k**2 / np.pi**2 * expit(eta - energy)
    by_k = 1e-6 * quad(k_integrand, 0, 8 * k_thermal, epsabs=0,
                       epsrel=1e-10, limit=200)[0]
    by_polylog = -effective_density(MASS_E, T_ROOM) * float(
        mp.re(mp.polylog(1.5, -mp.exp(eta))))
    density = carriers(eta, MASS_E, T_ROOM)[0]
    assert abs(density / by_k - 1) < 1e-8
    assert abs(density / by_polylog - 1) < 1e-10

# Site statistics against enumeration of every state of a four-site lattice
small = (4, [0, -1, -2], [1, 2, 1], [0.10, 0.85, 1.70], True)
t_small, ef_small, n_fixed, common_shift = 1100.0, 0.8, 2, 0.37


def enumerate_lattice(fixed_number, shift):
    options = [(0, 0, 1.0)]        # defect number, charge, weight
    for q, g, e in zip(*small[1:4]):
        options.append((1, q, g * np.exp(-(e + shift + q * ef_small)
                                         / (K_B * t_small))))
    z = first = second = 0.0
    for config in itertools.product(options, repeat=4):
        if fixed_number is not None and \
                sum(s[0] for s in config) != fixed_number:
            continue
        weight = np.prod([s[2] for s in config])
        charge = sum(s[1] for s in config)
        z += weight
        first += weight * charge
        second += weight * charge**2
    return first / z, second / z - (first / z)**2


for fixed, shift, count, is_open in ((None, 0.0, 4, True),
                                     (n_fixed, common_shift, n_fixed, False)):
    mean_all, var_all = enumerate_lattice(fixed, shift)
    _, mean_one, var_one = state_statistics(small[:4] + (is_open,),
                                            ef_small, t_small)
    assert abs(mean_all - count * mean_one) < 1e-11
    assert abs(var_all - count * var_one) < 1e-11

# The two-stage solution
ef_growth, mids_growth, width_growth = solve_fermi(T_GROWTH, GROWTH_SPECIES)
frozen_acceptor = freeze(ACCEPTOR, ef_growth, T_GROWTH)
frozen_donor = freeze(DONOR, ef_growth, T_GROWTH)
FROZEN_SPECIES = [DOPANT, frozen_acceptor, frozen_donor]
ef_room, mids_room, width_room = solve_fermi(T_ROOM, FROZEN_SPECIES)

# Slope of the charge: finite difference against the variance
fd_step = 5e-5
for T, species_list in ((T_GROWTH, GROWTH_SPECIES), (T_ROOM, FROZEN_SPECIES)):
    grid = np.linspace(-0.2, GAP + 0.2, 381)
    charges_on_grid = np.array([net_charge(e, T, species_list)[0]
                                for e in grid])
    assert np.all(np.diff(charges_on_grid) < 0)
    for e in grid[::4]:
        slope = (net_charge(e + fd_step, T, species_list)[0]
                 - net_charge(e - fd_step, T, species_list)[0]) / (2 * fd_step)
        _, variance, gross = net_charge(e, T, species_list)
        predicted = -variance / (K_B * T)
        # second term: rounding of the charge divided by the step
        rounding = 1000 * np.finfo(float).eps * gross / fd_step
        assert abs(slope - predicted) < 1e-5 * abs(predicted) + rounding

# Roots and the error bound at every halving, against the minimum of ln Z
ref_growth = reference_root(T_GROWTH, GROWTH_SPECIES)
ref_room = reference_root(T_ROOM, FROZEN_SPECIES)
for root, mids, width, ref in (
        (ef_growth, mids_growth, width_growth, ref_growth),
        (ef_room, mids_room, width_room, ref_room)):
    assert abs(root - ref) < 1e-10
    for halvings, middle in enumerate(mids):
        assert abs(middle - ref) <= width / 2**(halvings + 1) + 1e-10

# Closed defects at the growth temperature must return the growth level
ef_back = solve_fermi(T_GROWTH, FROZEN_SPECIES)[0]
assert abs(ef_back - ef_growth) < 1e-10

# Dilute formula against site exclusion
site_fraction = frozen_acceptor[0] / SITES
dilute_total = SITES * sum(
    g * np.exp(-(e + q * ef_growth) / (K_B * T_GROWTH))
    for q, g, e in zip(*ACCEPTOR[1:4]))
dilute_error = dilute_total / frozen_acceptor[0] - 1
assert 0 < dilute_error < 1e-4

# Two other problems: full equilibrium at 300 K, and frozen charge states
ef_full = solve_fermi(T_ROOM, GROWTH_SPECIES)[0]
acceptor_full = state_densities(ACCEPTOR, ef_full, T_ROOM).sum()
rigid = [DOPANT]
for species in (ACCEPTOR, DONOR):
    mean_charge = state_statistics(species, ef_growth, T_GROWTH)[1]
    rigid.append((species[0], [mean_charge], [1], [0.0], False))
ef_rigid = solve_fermi(T_ROOM, rigid)[0]

print("gap %.2f eV; masses %.1f (e), %.1f (h)" % (GAP, MASS_E, MASS_H))
print("sites per native defect %.1e cm^-3; dopant %.1e cm^-3"
      % (SITES, DOPING))
print("dopant level below conduction edge: %.3f eV" % DONOR_DEPTH)
for name, species in (("V", ACCEPTOR), ("D", DONOR)):
    for q, g, e in zip(*species[1:4]):
        print("%s charge %+d: degeneracy %d, energy at E_F=0 %.2f eV"
              % (name, q, g, e))
for T in (T_GROWTH, T_ROOM):
    print("T %.0f K: kT %.5f eV, N_c %.4e, N_v %.4e cm^-3"
          % (T, K_B * T, effective_density(MASS_E, T),
             effective_density(MASS_H, T)))
print("first growth midpoints (eV): "
      + ", ".join("%.5f" % m for m in mids_growth[:6]))
print("halvings to 1e-12 eV: growth %d, room %d; start width %.2f eV"
      % (len(mids_growth), len(mids_room), width_growth))
for label, T, ef, species_list in (
        ("growth", T_GROWTH, ef_growth, GROWTH_SPECIES),
        ("quenched", T_ROOM, ef_room, FROZEN_SPECIES)):
    (n, _), (p, _) = electrons_holes(ef, T)
    print("%s, %.0f K: E_F %.6f eV, n %.4e, p %.4e cm^-3"
          % (label, T, ef, n, p))
    print("  slope dQ/dE_F %.4e cm^-3/eV"
          % (-net_charge(ef, T, species_list)[1] / (K_B * T)))
    for name, species in zip(("dopant", "V", "D"), species_list):
        parts = state_densities(species, ef, T)
        print("  %s (cm^-3): " % name + ", ".join(
            "%+d: %.4e" % (q, c) for q, c in zip(species[1], parts)))
print("frozen totals: V %.4e, D %.4e cm^-3"
      % (frozen_acceptor[0], frozen_donor[0]))
print("V site fraction %.3e; dilute formula relative error %.3e"
      % (site_fraction, dilute_error))
print("root minus high-precision root: growth %.1e, room %.1e eV"
      % (ef_growth - ref_growth, ef_room - ref_room))
print("full equilibrium at 300 K: E_F %.5f eV, n %.4e, V %.4e cm^-3"
      % (ef_full, electrons_holes(ef_full, T_ROOM)[0][0], acceptor_full))
print("native charge states frozen too: E_F %.5f eV, n %.4e cm^-3"
      % (ef_rigid, electrons_holes(ef_rigid, T_ROOM)[0][0]))

# Growth-temperature scan, with an undoped control for the acceptor total
print("scan: T_growth K | E_F growth eV | V | V undoped | dopant-2V |"
      " E_F 300 K eV | n 300 K (densities cm^-3)")
undoped_totals = []
for T in (900.0, 1000.0, 1100.0, 1200.0, 1300.0):
    ef_g = solve_fermi(T, GROWTH_SPECIES)[0]
    closed = [freeze(s, ef_g, T) for s in (ACCEPTOR, DONOR)]
    ef_r = solve_fermi(T_ROOM, [DOPANT] + closed)[0]
    n_r = electrons_holes(ef_r, T_ROOM)[0][0]
    ef_undoped = solve_fermi(T, [ACCEPTOR, DONOR])[0]
    undoped_totals.append(freeze(ACCEPTOR, ef_undoped, T)[0])
    surplus = DOPING - 2 * closed[0][0]
    print("%.0f | %.4f | %.3e | %.3e | %.3e | %.4f | %.3e"
          % (T, ef_g, closed[0][0], undoped_totals[-1], surplus, ef_r, n_r))
    # a surplus of dopants stays as free electrons; a deficit removes them
    if surplus > 0.1 * DOPING:
        assert abs(n_r / surplus - 1) < 0.15
    if surplus < 0:
        assert n_r < 0.01 * DOPING
assert np.all(np.diff(undoped_totals) > 0)

print("all tests passed")
```

Printed output:

```
gap 1.50 eV; masses 0.5 (e), 1.0 (h)
sites per native defect 2.0e+22 cm^-3; dopant 1.0e+17 cm^-3
dopant level below conduction edge: 0.030 eV
V charge +0: degeneracy 1, energy at E_F=0 2.00 eV
V charge -1: degeneracy 2, energy at E_F=0 2.40 eV
V charge -2: degeneracy 1, energy at E_F=0 3.10 eV
D charge +0: degeneracy 1, energy at E_F=0 2.00 eV
D charge +1: degeneracy 2, energy at E_F=0 0.80 eV
D charge +2: degeneracy 1, energy at E_F=0 0.00 eV
T 1200 K: kT 0.10341 eV, N_c 7.0977e+19, N_v 2.0075e+20 cm^-3
T 300 K: kT 0.02585 eV, N_c 8.8721e+18, N_v 2.5094e+19 cm^-3
first growth midpoints (eV): 0.75000, 1.12500, 0.93750, 0.84375, 0.79688, 0.82031
halvings to 1e-12 eV: growth 41, room 41; start width 1.50 eV
growth, 1200 K: E_F 0.837529 eV, n 1.1711e+17, p 6.0975e+16 cm^-3
  slope dQ/dE_F -2.7562e+18 cm^-3/eV
  dopant (cm^-3): +1: 9.9561e+16, +0: 4.3940e+14
  V (cm^-3): +0: 7.9689e+13, -1: 1.0964e+16, -2: 2.0727e+16
  D (cm^-3): +0: 7.9689e+13, +1: 5.3057e+15, +2: 1.8454e+15
quenched, 300 K: E_F 1.356259 eV, n 3.4095e+16, p 4.1250e-04 cm^-3
  slope dQ/dE_F -1.4089e+18 cm^-3/eV
  dopant (cm^-3): +1: 9.7603e+16, +0: 2.3973e+15
  V (cm^-3): +0: 2.5877e-11, -1: 6.0033e+05, -2: 3.1771e+16
  D (cm^-3): +0: 7.1967e+15, +1: 3.4129e+13, +2: 7.7153e+03
frozen totals: V 3.1771e+16, D 7.2308e+15 cm^-3
V site fraction 1.589e-06; dilute formula relative error 1.589e-06
root minus high-precision root: growth -2.1e-13, room 9.7e-14 eV
full equilibrium at 300 K: E_F 1.37042 eV, n 5.8906e+16, V 1.8510e+16 cm^-3
native charge states frozen too: E_F 1.36764 eV, n 5.2905e+16 cm^-3
scan: T_growth K | E_F growth eV | V | V undoped | dopant-2V | E_F 300 K eV | n 300 K (densities cm^-3)
900 | 0.9991 | 1.411e+16 | 1.001e+14 | 7.178e+16 | 1.3738 | 6.716e+16
1000 | 0.9344 | 1.411e+16 | 7.946e+14 | 7.178e+16 | 1.3738 | 6.716e+16
1100 | 0.8765 | 1.769e+16 | 4.265e+15 | 6.462e+16 | 1.3711 | 6.045e+16
1200 | 0.8375 | 3.177e+16 | 1.703e+16 | 3.646e+16 | 1.3563 | 3.410e+16
1300 | 0.8173 | 7.127e+16 | 5.427e+16 | -4.254e+16 | 0.8049 | 1.864e+07
all tests passed
```
